# Ligand polarisation and the Judd–Ofelt parameters of lanthanide f–f transitions

**Q.** In my lanthanide spectra most f–f bands hardly notice a change of ligand, while a few change enormously, and the Judd–Ofelt fit puts the change into $\Omega_2$. How can ligands lend intensity without mixing odd-parity orbitals into the 4f shell?

**A.** The transition dipole can sit on the ligands. Use atomic units, put the ion at the origin and ligand $L$ at $\mathbf R_L$, outside the 4f density, with no overlap or charge transfer and rigid geometry. Take one ligand, with dipole operator $\mathbf p$, real states $|0\rangle,|n\rangle$, excitation energies $\omega_n$ and $\langle0|\mathbf p|0\rangle=0$. The f electrons produce a field $\mathbf E(\mathbf R)$, an operator on metal states, and $V=-\mathbf p\cdot\mathbf E$. To first order,

$$|\tilde a\rangle=|a0\rangle+\sum_{c,n}|cn\rangle\frac{\langle cn|V|a0\rangle}{E_a-E_c-\omega_n}.$$

The metal's own dipole contributes nothing: it vanishes within $f^N$ by parity, and it cannot de-excite the ligand in the correction terms. The ligand dipole cannot change the metal state, so only $c=b$ survives in $|\tilde a\rangle$ and $c=a$ in $|\tilde b\rangle$. With $\omega=E_b-E_a$ and $\langle bn|V|a0\rangle=-\sum_j\langle n|p_j|0\rangle E_{j,ba}$,

$$\langle\tilde b|p_i|\tilde a\rangle=\sum_{j,n}\langle0|p_i|n\rangle\langle n|p_j|0\rangle\left[\frac1{\omega_n+\omega}+\frac1{\omega_n-\omega}\right]E_{j,ba}=\sum_j\alpha_{ij}(\omega)E_{j,ba}.$$

The denominators were $-\omega-\omega_n$ and $\omega-\omega_n$, and the sign of $V$ turned both over. The bracket is $2\omega_n/(\omega_n^2-\omega^2)$, so $\alpha$ is the polarisability at the transition frequency. Ligands add at this order: $\mathbf D=\sum_L\alpha_L\mathbf E(\mathbf R_L)$. The expansion fails as $\omega$ approaches $\omega_n$.

**Q.** Which multipoles of the f shell make that field?

**A.** Let $C_{kq}$ be Racah harmonics and $I_{kq}=C_{kq}(\hat{\mathbf R})/R^{k+1}$. For charge $-1$ at $r<R$, the Legendre expansion and the addition theorem give

$$\phi(\mathbf R)=-\sum_{k,q}r^k(-1)^qC_{k,-q}(\hat{\mathbf r})\,I_{kq}(\mathbf R).$$

Between f orbitals $\langle3\|C^k\|3\rangle=-7\begin{pmatrix}3&k&3\\0&0&0\end{pmatrix}$, which leaves $k=0,2,4,6$. The $k=0$ term is a multiple of the identity and drives no transition; its static field, with that of the rest of the ion, is absorbed into the ligand in place, so $\alpha$ means the polarisability of the ligand in that field. The permanent dipole this field induces adds nothing to $\mathbf D$ directly, but it acts on the f shell as an even crystal field, which is left out below. The others are the ranks $\lambda$.

For $\mathbf E=-\nabla\phi$ we need $\nabla_\mu I_{\lambda q}$ in spherical components $\mu=0,\pm1$. It couples ranks $\lambda$ and 1. It is also harmonic and falls as $R^{-\lambda-2}$, which only rank $\lambda+1$ can do, so it equals $c\,\langle\lambda q1\mu|\lambda{+}1,q{+}\mu\rangle I_{\lambda+1,q+\mu}$. Comparing the Taylor and Legendre expansions of $1/|\mathbf R-s\hat{\mathbf z}|$ gives $I_{\lambda0}=(-1)^\lambda\partial_z^\lambda R^{-1}/\lambda!$, hence $\partial_zI_{\lambda0}=-(\lambda+1)I_{\lambda+1,0}$. Dividing by $\langle\lambda010|\lambda{+}1,0\rangle=\sqrt{(\lambda+1)/(2\lambda+1)}$ yields $c=-\sqrt{(\lambda+1)(2\lambda+1)}$.

**Q.** How does that become $\Omega_\lambda$?

**A.** Normalise $\langle f\|u^\lambda\|f\rangle=1$, so that $\sum_ir_i^\lambda C_{\lambda q}(i)=\langle r^\lambda\rangle\langle3\|C^\lambda\|3\rangle U^\lambda_q$ within $f^N$. The minus signs in $\phi$ and in $-\nabla\phi$ cancel, and

$$D_\mu=\sum_{\lambda,q}\langle r^\lambda\rangle\langle3\|C^\lambda\|3\rangle(-1)^qU^\lambda_{-q}\sum_t\langle\lambda q1\mu|tp\rangle G_{tp},\qquad G_{tp}=\sum_L\frac{a_tC_{tp}(L)}{R_L^{\lambda+2}},$$

with $p=q+\mu$. For isotropic ligands $t=\lambda+1$ only and $a_t=c\,\alpha_L$. Define $S=\sum_{MM'\mu}|\langle J'M'|D_\mu|JM\rangle|^2=\sum_\lambda\Omega_\lambda|\langle J'\|U^\lambda\|J\rangle|^2$, which sums over the three polarisations and so sets the observed strength when the $M$ levels are equally populated and the sample is randomly oriented; an oriented crystal in polarised light samples the components $\mu$ separately. By the Wigner–Eckart theorem each $U^\lambda_q$ carries a 3j symbol, and summing a product of two over $M,M'$ gives $\delta_{\lambda\lambda'}\delta_{qq'}/(2\lambda+1)$. The sum over $q,\mu$ of two Clebsch–Gordan coefficients then gives $\delta_{tt'}$ for each $p$. So

$$\Omega_\lambda=\frac{\langle r^\lambda\rangle^2\langle3\|C^\lambda\|3\rangle^2}{2\lambda+1}\sum_{t,p}|G_{tp}|^2,$$

and since $c^2/(2\lambda+1)=\lambda+1$, the isotropic result is

$$\Omega_\lambda=(\lambda+1)\langle r^\lambda\rangle^2\langle3\|C^\lambda\|3\rangle^2\sum_p\Big|\sum_L\frac{\alpha_LC_{\lambda+1,p}(L)}{R_L^{\lambda+2}}\Big|^2.$$

The squared reduced elements are $28/15$, $14/11$, $700/429$, so the prefactors are $28/5$, $70/11$ and $11.42$. The numerical check tests $D_\mu$ element by element against quadrature of the bare Coulomb field.

**Q.** The prefactor grows with $\lambda$. Why should $\Omega_2$ win?

**A.** Because of the distance. For equal ligands the addition theorem, $\sum_pC^*_{tp}(L)C_{tp}(L')=P_t(\cos\theta_{LL'})$, gives

$$\Omega_\lambda\propto\frac{\alpha^2\langle r^\lambda\rangle^2}{R^{2\lambda+4}}\sum_{LL'}P_{\lambda+1}(\cos\theta_{LL'}),$$

that is $R^{-8}$, $R^{-12}$, $R^{-16}$. For one ligand the angular sum is 1, and $(70/11)/(28/5)=25/22$, so $\Omega_4/\Omega_2=\tfrac{25}{22}\big(\langle r^4\rangle/\langle r^2\rangle R^2\big)^2$.

Take round model values: a 4f radial function $r^3(e^{-7r}+0.02e^{-3r})$ cut at 3.5 bohr, $R=4.5$ bohr and $\alpha=10$ bohr³. The moments are 1.2248, 3.2597 and 14.12 bohr$^\lambda$, and 1 bohr² is $2800.29\times10^{-20}$ cm². Then

$$\Omega_2=\frac{5.6\times1.2248^2\times10^2}{1.68151\times10^5}\times2800.29=14.0,$$

in units of $10^{-20}$ cm², used from here on. The ratio is $\tfrac{25}{22}\big(3.2597/(1.2248\times20.25)\big)^2=0.0196$, and $\Omega_6/\Omega_2=0.0016$. The small parameter is the size of the f shell over the bond length.

**Q.** Is any site without an inversion centre enough?

**A.** No. Inversion is fatal because $\lambda+1$ is odd, so equal ligands at $\pm\mathbf R$ cancel and the octahedron gives zero for all three parameters. But for isotropic ligands $\Omega_2$ needs a surviving rank-3 sum. In the trigonal plane ($D_{3h}$), $P_3(-\tfrac12)=\tfrac7{16}$ gives $3(1+2\cdot\tfrac7{16})=5.625$ and $\Omega_2=5.625\times13.99=78.7$, against $\Omega_4=0.68$. In the tetrahedron, $P_3(-\tfrac13)=\tfrac{11}{27}$ gives $4(1+3\cdot\tfrac{11}{27})=8.889$ and $\Omega_2=124$, while $P_5(-\tfrac13)=-\tfrac13$ gives $4(1-1)=0$, so $\Omega_4$ vanishes.

The square antiprism ($D_{4d}$) lacks inversion and still has $\Omega_2=0$. Summing $e^{ip\varphi}$ over a square leaves $p=0,\pm4$. Rank 3 offers only $p=0$, and $C_{30}$ is odd in $z$, so the two squares cancel. Rank 5 offers $p=\pm4$, where the $45^\circ$ twist supplies $e^{\pm i\pi}=-1$ and reflection in $z$ supplies $(-1)^{5+4}=-1$, so the squares add; at polar angle $60^\circ$, $\Omega_4=6.8$. There dynamic coupling does not favour $\Omega_2$ at all.

Where the rank-3 sum vanishes, a small distortion that creates one switches $\Omega_2$ on quadratically. Not every distortion does: stretching both trans bonds of the octahedron equally keeps inversion, and changing the twist of the antiprism still leaves only $p=0$ at rank 3, where the two squares cancel. Stretching one octahedral bond by 5% leaves one uncancelled pair, and $\Omega_2=13.99\,(1-1.05^{-4})^2=0.44$.

**Q.** My ligands are more polarisable along the bond. Does that change the rules?

**A.** It adds one rank. With $\mathbf n=\hat{\mathbf R}$, the induced dipole is $\alpha_\perp\mathbf E+(\alpha_\parallel-\alpha_\perp)\mathbf n(\mathbf n\cdot\mathbf E)$. The radial derivative is $\mathbf n\cdot\nabla I_{\lambda q}=-(\lambda+1)C_{\lambda q}/R^{\lambda+2}$. Since $n_\mu=C_{1\mu}$, the product rule gives $n_\mu C_{\lambda q}=\sum_t\langle\lambda010|t0\rangle\langle\lambda q1\mu|tp\rangle C_{tp}$ with $t=\lambda\pm1$ and $\langle\lambda010|\lambda{-}1,0\rangle=-\sqrt{\lambda/(2\lambda+1)}$. Writing $c=-(2\lambda+1)\sqrt{(\lambda+1)/(2\lambda+1)}$ and using $(2\lambda+1)\alpha_\perp+(\lambda+1)(\alpha_\parallel-\alpha_\perp)=\lambda\alpha_\perp+(\lambda+1)\alpha_\parallel$,

$$a_{\lambda+1}=-\sqrt{\tfrac{\lambda+1}{2\lambda+1}}\,[\lambda\alpha_\perp+(\lambda+1)\alpha_\parallel],\qquad a_{\lambda-1}=(\lambda+1)\sqrt{\tfrac{\lambda}{2\lambda+1}}\,(\alpha_\parallel-\alpha_\perp).$$

Both ranks are odd and the power of $R$ is unchanged. In $D_{3h}$ the rank-1 sum is a sum of three bond vectors and vanishes. For $\alpha_\parallel=14$, $\alpha_\perp=8$ bohr³, whose mean is still 10, $\Omega_2$ gains the factor $[(2\cdot8+3\cdot14)/50]^2=1.346$ and becomes 106.

**Q.** Can I then identify the mechanism by finding $\alpha^2/R^8$?

**A.** Not from the distance law, and $\alpha^2$ only approximately. Take the static mechanism with ligand charges $-1$ and an excited d orbital at energy $\Delta\gg\omega$. Let $W$ be the crystal field, $\mathbf d=-\mathbf r$, and $P$ the projector on d. First-order mixing gives $\mathbf D^{st}=-(\mathbf dPW+WP\mathbf d)/\Delta$. Parity and the triangle rule restrict the f–d part of $W$ to $t=1,3,5$, with coefficients $A_{tp}=\sum_LC_{tp}(L)/R_L^{t+1}$. Ranks 1 and $t$ couple to $\lambda=t,t\pm1$; exchanging their order gives $(-1)^{1+t-\lambda}$, so $\lambda=t$ cancels. Rotational covariance then forces the form of $D_\mu$ above, with $G_{tp}$ replaced by a constant times $A_{tp}$. Amplitudes of equal $\lambda,t,p$ add before squaring.

Here $A_{3p}=\sum_LC_{3p}/R_L^4$ is the same sum as in the dynamic $\Omega_2$, so the static $t=3$ part also goes as $R^{-8}$. The difference is that it feeds $\lambda=2$ and $\lambda=4$ at that same power, whereas the dynamic $R^{-8}$ term feeds $\lambda=2$ alone.

With $\Delta=0.5$ hartree and $\langle f|r^t|d\rangle=1,5,50$ bohr$^t$, the static values in $D_{3h}$, each checked against a 6j closure formula, are 0.35, 2.41 and 0.28; their sum was also tested against diagonalising the f and d orbitals together with the crystal field scaled down by a factor of 100. Only $t=3$ reaches $\lambda=2$ in this site, so the two amplitudes are collinear. The computed cosine is $-1$:

$$\Omega_2=\big(\sqrt{78.69}-\sqrt{0.3496}\big)^2=(8.871-0.591)^2=68.6,$$

13% below the dynamic value. Halving $\alpha$ gives $(4.436-0.591)^2=14.8$, a ratio of 4.6 rather than 4, and $\Omega_2$ passes through zero near $\alpha=10\times0.591/8.871=0.67$ bohr³. The sign would reverse with that of $\langle f|r|d\rangle\langle f|r^3|d\rangle$, chosen positive here. In $\Omega_6$ the static $t=5$ and dynamic $t=7$ terms cannot interfere, and indeed $0.2789+0.0375=0.3164$.

**Q.** Which bands respond?

**A.** Those with large $|\langle U^2\rangle|^2$. The operator $U^2$ is a spin scalar of orbital rank 2, so in pure LS coupling $\Delta S=0$, $|\Delta L|\le2$ and $|\Delta J|\le2$. In intermediate coupling only the $J$ rule, with $J+J'\ge2$, survives, and only for free-ion levels: the even crystal field mixes $J$ and lets $\Omega_2$ leak into bands such as $^3H_4\to{}^3P_0$. For pure LS $f^2$ the squared elements below come from 6j recoupling, tested against line strengths computed directly between antisymmetrised two-electron states. At $\alpha=10$ bohr³ in $D_{3h}$, both mechanisms together give $\Omega_{2,4,6}=68.55, 2.976, 0.316$.

For $^3H_4\to{}^3F_2$, $S=0.4989\times68.55+0.4181\times2.976+0.1414\times0.316=35.5$, against 1.22 at $\alpha=0$, a gain of 29. With $\omega=0.025$ hartree the vacuum oscillator strength is $f=\tfrac23\omega S/(2J+1)=\tfrac23\times0.025\times(35.49/2800.29)/9=2.3\times10^{-5}$.

For $^3H_4\to{}^3P_2$, $\Delta L=4$ removes $U^2$, and $S=0.0404\times2.976+0.1753\times0.316=0.176$ against 0.146, a gain of 1.2.

In pure LS coupling the case $^3H_4\to{}^3H_6$ lies between these two. Its $|\langle U^2\rangle|^2$ is only 0.00188, yet $0.00188\times68.55=0.129$ is over half of $S=0.239$, and the gain is 2.6. Hypersensitivity is a matter of degree, and these gains depend on the static background chosen. Small elements like this one also depend on the coupling scheme. With Pr³⁺-like parameters ($F^{2,4,6}=68878, 50347, 32901$, $\zeta=752$ and a term $16\,L(L+1)$, all in cm⁻¹) it drops below $10^{-4}$ and the $^3H_6$ gain falls to 1.2, while the $^3F_2$ gain stays near 30.

**Q.** How far can I trust first order and the point-dipole picture?

**A.** First order was tested by diagonalising an $f^1$ ion with spin–orbit splitting $\omega=0.1$ hartree, chosen large to expose dispersion, coupled with strength $g$ to three ligands with s→p excitations at $\omega_0=0.3$ hartree. Here $\alpha(\omega)=10\times0.09/(0.09-0.01)=11.25$ bohr³. At $g=0.05$ the exact $S/g^2$ is 0.004494 atomic units, equal to the formula with $\alpha(\omega)$, while the static $\alpha$ gives 0.003551, lower by the factor $1.125^2$. At full coupling the exact value is 0.004490, about 0.1% below first order. This test omits the net field of the ion. With a net charge $+3$ and $\omega=0.01$ hartree the model ligands acquire a permanent dipole of 0.94 atomic units, whose crystal field mixes $J$. The exact $S$ then lies 37% below the first-order formula taken with the in-place $\alpha$ between free-ion levels, and it agrees within 0.3% once the formula is taken between the $J$-mixed levels.

Letting the ligand dipoles polarise one another raises $\Omega_2$ in $D_{3h}$ by 6% of the isolated-dipole value and leaves the octahedron at zero. Removing the radial cut raises $\langle r^2\rangle$ by 0.4% and $\langle r^6\rangle$ by 7% of the cut values, so the no-overlap assumption weakens with rank; for density beyond $R$ the expansion itself fails.

Screening of the multipoles by the filled outer s and p shells is not derived here. Entered as a factor $(1-\sigma_\lambda)^2$ with an assumed $\sigma_2=0.5$ alone, it lowers the dynamic $\Omega_2$ in $D_{3h}$ to $78.7/4=19.7$, still far above the unscreened $\Omega_4=0.68$. Covalency, charge-transfer states, refractive-index factors and vibrations lie outside the model; an odd vibration would act like the stretched bond and give intensity even in an octahedron.

## Computed values

```
inputs: R=4.5 bohr, alpha=10.0 bohr^3, cut=3.5 bohr; 1 bohr^2=2800.29e-20 cm^2
<r^2>,<r^4>,<r^6> (bohr^k): 1.2248 3.2597 14.1208
same without cut (bohr^k): 1.2292 3.3283 15.1438
<3||C^k||3>^2: 1.86667 1.27273 1.63170
(k+1)<3||C^k||3>^2: 5.60000 6.36364 11.42191
R^8,R^12,R^16 (bohr^n): 1.68151e+05 6.89525e+07 2.82748e+10
random anisotropic set: max |D quadrature - D formula| = 2e-14 e*bohr
single: Omega2,4,6 (1e-20 cm^2) = 13.9901 0.2746 0.0226
D3h: Omega2,4,6 (1e-20 cm^2) = 78.6944 0.6758 0.0375
Td: Omega2,4,6 (1e-20 cm^2) = 124.3567 0.0000 0.1351
Oh: Omega2,4,6 (1e-20 cm^2) = 0.0000 0.0000 0.0000
D4d(60deg): Omega2,4,6 (1e-20 cm^2) = 0.0000 6.8423 0.0064
Oh,1 bond+5%: Omega2,4,6 (1e-20 cm^2) = 0.4398 0.0177 0.0024
D3h: sums of P3,P5,P7 over pairs = 5.6250 2.4609 1.6611
Td: sums of P3,P5,P7 over pairs = 8.8889 0.0000 5.9918
D4d(60deg): sums of P3,P5,P7 over pairs = 0.0000 24.9170 0.2855
d ln Omega / d ln R (D3h): -8.0000 -12.0000 -16.0000
single: Omega4/Omega2=0.01963, Omega6/Omega2=0.001612
D3h with sigma2=0.5 only: Omega2=19.674e-20 cm^2
D3h a_par=14,a_perp=8 bohr^3: Omega2=105.891e-20 cm^2, ratio 1.3456
ligand-ligand dipoles, D3h: Omega2 factor 1.0589
f1 2F5/2-2F7/2 U2,U4,U6 squared: 0.12245 0.40816 0.85714
g=0.05 w=0.1 w0=0.3 Eh a0=10.0 a(w)=11.250: S/g^2 exact 0.004494, a(w) 0.004494, a0 0.003551 au
g=0.05 w=0.1 w0=0.2 Eh a0=6.0 a(w)=8.000: S/g^2 exact 0.002273, a(w) 0.002273, a0 0.001278 au
g=1.0 w=0.1 w0=0.3 Eh a0=10.0 a(w)=11.250: S/g^2 exact 0.004490, a(w) 0.004494, a0 0.003551 au
static inputs: Delta=0.5 Eh, <f|r^t|d>=1,5,50 bohr^t, ligand charge -1
static D3h Omega2,4,6 (1e-20 cm^2): 0.3496 2.4076 0.2789
cosine between static and dynamic rank-2 amplitudes: -1.000000
static+dynamic, alpha=5: Omega2,4,6 (1e-20 cm^2) = 14.7782 2.5227 0.2883
static+dynamic, alpha=10: Omega2,4,6 (1e-20 cm^2) = 68.5541 2.9757 0.3164
3H4-3F2: U2,U4,U6 squared = 0.49887 0.41806 0.14141
  S/e^2 at alpha=0,5,10 (1e-20 cm^2): 1.2204 8.4678 35.4881 gain 29.08
  f (vacuum, w=0.025 Eh, alpha=10) = 2.347e-05
3H4-3P2: U2,U4,U6 squared = 0.00000 0.04040 0.17532
  S/e^2 at alpha=0,5,10 (1e-20 cm^2): 0.1462 0.1525 0.1757 gain 1.20
3H4-3H6: U2,U4,U6 squared = 0.00188 0.02046 0.15611
  S/e^2 at alpha=0,5,10 (1e-20 cm^2): 0.0935 0.1243 0.2389 gain 2.56
```
